# Isotope Exchange on Refilled Interface Bonds Relaxes at the Dissociation Rate, part 2

Passivated silicon bonds at a Si/SiO$_2$ interface each hold one hydrogen or one deuterium atom. When a bond breaks and its atom escapes, the site is refilled from a fixed mixture. The question is how the fraction $f$ of bonds that hold deuterium changes with time $t$ from its initial value $f_0$. An attached atom is deuterium with probability $p$ and hydrogen with probability $q=1-p$. If both isotopes break at the same rate $k$ and refilling is immediate, the mean fraction is

$$f(t)=p+(f_0-p)\,e^{-kt}, \tag{1}$$

so exchange relaxes at the dissociation rate. If hydrogen bonds break at rate $k_H$ and deuterium bonds at rate $k_D$,

$$f(t)=f_\infty+(f_0-f_\infty)e^{-\lambda t},\qquad \lambda=pk_H+qk_D,\qquad f_\infty=\frac{pk_H}{\lambda}, \tag{2}$$

where $\lambda$ is the relaxation rate and $f_\infty$ the end point.

The worked example is a hydrogen-passivated interface, $f_0=0$, annealed at 823 K in a deuterium-rich gas near 10 atm, with $p=0.90$. The dissociation rate at temperature $T$ is taken as

$$k=\nu\,e^{-E/k_BT},\qquad \nu=10^{12}\ \mathrm{s^{-1}},\quad E=2.8\ \mathrm{eV}. \tag{19}$$

With $k_BT=0.07092$ eV this gives $k=7.14\times10^{-6}$ s$^{-1}$ and an exchange time $1/k=38.9$ h. Half of the total change takes $\ln2/k=27.0$ h, and 90% of it takes $\ln10/k=89.6$ h. A simulation of single bonds with random break times and random refills agrees with Eq. (1) within its statistical tolerance.

The oxide holds $5\times10^{18}$ hydrogen molecules of any isotopic composition per cm$^3$. They refill a broken bond at rate $r=326$ s$^{-1}$, in about 3 ms, so refilling is treated as instant. The broken fraction $k/(k+r)\approx2\times10^{-8}$ and $1/r$ in minutes appear as zero in the numerical output because they lie below the printed digits.

### A spread of bond energies

Bonds at an amorphous interface do not share one energy. Suppose that the energy of a site is $E-\sigma z$, where $z$ has a Gaussian distribution of zero mean and unit variance, and that each site keeps its energy when it is refilled. Its rate is $k\,e^{sz}$ with $s=\sigma/k_BT$. Equation (1) holds for each class of sites separately. For $f_0=0$ the average is

$$f(t)=p\left[1-\left\langle\exp(-kt\,e^{sz})\right\rangle\right]. \tag{22}$$

The initial slope divided by $p$ is the mean rate. Completing the square in the Gaussian integral, $sz-z^2/2=s^2/2-(z-s)^2/2$, gives

$$k\langle e^{sz}\rangle=k\,e^{s^2/2}. \tag{23}$$

For $\sigma=0.08$ eV, $s=1.128$ and the exchange starts 1.89 times faster than with a single energy. The numerical average reproduces this slope within a relative tolerance of 0.2%.

The later course is different. Half of the change now takes 24.5 h in place of 27.0 h, but 90% takes 173 h in place of 90 h. The direction of both shifts can be seen for small $s$. Write $\theta=kt$ and expand $g(y)=\exp(-\theta e^y)$ about $y=0$, with $y=sz$. Its first derivative is $-\theta e^yg$, and differentiating again gives $g''(0)=(\theta^2-\theta)e^{-\theta}$. Since $\langle z\rangle=0$ and $\langle z^2\rangle=1$,

$$\langle g\rangle\simeq e^{-\theta}\left[1+\tfrac12s^2\,\theta(\theta-1)\right]. \tag{24}$$

For $\theta<1$ the spread lowers the unexchanged part, because weak bonds go first. For $\theta>1$ it raises that part, because strong bonds remain. The half-exchange point, $\theta=\ln2$, lies on the first side and the 90% point, $\theta=\ln10$, on the second. Here $s$ is not small, so Eq. (24) only suggests the signs. The full average (22) confirms them at these two points and supplies the times.

With a spread there is no single relaxation rate. The statement that exchange proceeds at the dissociation rate then holds site by site.

### Unequal breaking of the two isotopes

A heavier atom vibrates more slowly and has a smaller zero-point energy. The size of the effect can be estimated from transition-state theory with a harmonic bond and a loose transition state. The silicon atom is held fixed, and both isotopes move in the same potential.

In this theory the rate is proportional to $Z^\ddagger/Z$, the partition function at the transition state over that of the bond. The factor containing the potential barrier is common to both isotopes and cancels in the ratio of rates. At a loose transition state the atom moves freely in the two directions along the dividing surface, so $Z^\ddagger\propto m$, one factor $\sqrt m$ for each direction. In the bond it has three vibrations. A vibration of quantum energy $\hbar\omega$, with $u=\hbar\omega/k_BT$, contributes

$$\sum_{n=0}^{\infty}e^{-u(n+1/2)}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)}. \tag{25}$$

The bond partition function stands in the denominator of the rate, so

$$\frac{k_H}{k_D}=\frac{m_H}{m_D}\prod_{i=1}^{3}\frac{\sinh(u_{H,i}/2)}{\sinh(u_{D,i}/2)},\qquad u_{D,i}=u_{H,i}\sqrt{\frac{m_H}{m_D}}. \tag{26}$$

At high temperature $\sinh x\to x$, and the product tends to $(m_D/m_H)^{3/2}$. The ratio becomes $\sqrt{m_D/m_H}=1.414$, the ratio of the thermal speed of hydrogen to that of deuterium. At lower temperature the zero-point energy adds to the difference.

With rough Si–H wavenumbers of 2100 cm$^{-1}$ for the stretch and 630 cm$^{-1}$ for each of two bends, Eq. (26) gives $k_H/k_D=1.89$ at 823 K. Explicit summation over the vibrational levels confirms the closed form to a relative error below $10^{-10}$. This tests the algebra and not the assumption of a loose transition state. That assumption does not match the prefactor of Eq. (19): a loose state with an area of 10 Å$^2$ would give $\nu\approx2\times10^{14}$ s$^{-1}$. A tight state that keeps both bends unchanged leaves only the stretch factor and gives $k_H/k_D=1.80$, so the ratio depends little on this choice.

A ratio near 1.9 might seem to spoil the equal-rate result. Keep $k_H=k$ fixed and lower $k_D$ accordingly. Then

$$\frac{\lambda}{k_H}=0.90+\frac{0.10}{1.894}=0.9528,\qquad f_\infty=\frac{0.90}{0.9528}=0.945. \tag{27}$$

The relaxation rate falls by only 5%, because in a deuterium-rich supply most broken deuterium bonds receive deuterium again. The end point rises from 0.90 to 0.945. This is a kinetic result at fixed $p$, not a prediction of enrichment over the gas: with the same harmonic modes, equilibrium with a gas of H$_2$, HD and D$_2$ holding 90% deuterium gives 0.89. In a hydrogen-rich supply, $p\to0$, the relaxation rate would instead approach $k_D$, a little over half of $k_H$.

### Unequal capture

The attached fraction $p$ can differ from the deuterium fraction $x$ of the gas. Let a broken bond capture deuterium at rate $r_D=c_Dx$ and hydrogen at rate $r_H=c_H(1-x)$, in a common unit. The chance that deuterium arrives first is

$$p=\int_0^\infty r_D\,e^{-(r_D+r_H)t}\,dt=\frac{c_Dx}{c_Dx+c_H(1-x)}. \tag{28}$$

The integrand is the rate of deuterium capture at time $t$ times the probability that nothing has been captured before. If the gas consists of H$_2$ and D$_2$ without HD and capture follows thermal speed, $c_H/c_D=1.414$, and $x=0.90$ gives $p=0.90/(0.90+0.1414)=0.864$. For equal breaking rates this lowers the end point by 0.036 and leaves the relaxation rate at $k$. Molecules of HD have an intermediate speed. If they attach either atom with equal chance, their presence brings $p$ closer to $x$. A difference in the capture barriers of the isotopes would change the ratio further and is not included.

### Attack by freed atoms

A thermal break frees one atom. If the refill comes from a molecule, one of its atoms is attached and the other is freed. Suppose that each freed atom, before it is lost, attacks an intact bond with probability $a$ and carries away the bound atom as a molecule. The attacked bond is refilled by a molecule in turn, which frees one new atom.

Let $M$ be the mean number of breaks that follow from one free atom. With probability $a$ it causes one break and leaves one successor, so

$$M=a(1+M)\quad\Rightarrow\quad M=\frac{a}{1-a}. \tag{29}$$

A thermal break and its refill free two atoms in all. The total number of breaks per thermal break is

$$1+2M=\frac{1+a}{1-a}. \tag{30}$$

For $a=0.10$, an illustrative choice, this is 1.22, and a simulation of the chains agrees within five standard errors. If the attacks fall at random on all bonds, do not distinguish the isotopes, and follow the thermal break within a time short compared with $1/k$, the exchange is still exponential. Its rate is then the total breaking rate, $1.22\,k$, and the exchange time drops from 39 h to 32 h. The value of $a$ at a real interface is not supplied by the model, and it can be far above 0.10. In the edge-fed film of the next section, an atom with diffusivity $10^{-4}$ cm$^2$ s$^{-1}$ escapes at about $2.5\times10^4$ s$^{-1}$ among $2\times10^{18}$ bonds per cm$^3$ of film, so $a$ exceeds one half once the rate coefficient of attack exceeds about $10^{-14}$ cm$^3$ s$^{-1}$. The gas also supplies atoms: in equilibrium at 823 K and 10 atm it holds of order $10^8$ per cm$^3$. If a similar density reaches the interface, their attack outruns $k$ for a coefficient above a few times $10^{-14}$ cm$^3$ s$^{-1}$. As $a$ approaches one the chains become long, and the estimate loses its meaning unless the loss of atoms is described in detail.

### Is the mixture fixed?

Released hydrogen must leave through the oxide. Take a film of thickness $d$ fed from one edge, closed at distance $w$, with diffusivity $D_m$. Let hydrogen be released at rate $G$ per unit area. In the steady state the excess concentration $c(x)$, with $x$ now the distance from the edge, obeys

$$D_m d\,\frac{d^2c}{dx^2}=-G,\qquad c(0)=0,\quad c'(w)=0. \tag{31}$$

Integrating once with the condition at $w$ gives $c'=G(w-x)/(D_md)$. Integrating again gives $c=G(wx-x^2/2)/(D_md)$. The largest value, at $x=w$, is

$$c_{\max}=\frac{Gw^2}{2D_md}. \tag{32}$$

For $10^{12}$ bonds per cm$^2$, $d=5$ nm, $w=1$ μm and $D_m=10^{-6}$ cm$^2$ s$^{-1}$, with $G$ set to the initial release rate including the energy spread, $c_{\max}=1.35\times10^{11}$ cm$^{-3}$. The mixture holds $10^{19}$ atoms per cm$^3$, so the excess is about $10^{-8}$ of it. The supply is fixed to high accuracy for this geometry. Since $c_{\max}$ grows as $w^2$, the margin shrinks for wide structures fed from the edge.

### The model beside a real interface

The energy near 2.8 eV, the prefactor near $10^{12}$ s$^{-1}$ and the spread near 0.1 eV each lie in the range reported for thermal dissociation of passivated silicon dangling bonds at this interface, but the energy and prefactor chosen here are not a fitted pair. Published fits pair roughly 2.56 eV with $1.2\times10^{12}$ s$^{-1}$, or 2.83 eV with $1.6\times10^{13}$ s$^{-1}$, which give 1.1 h and 3.7 h at 823 K. The temperature is higher than that of a final anneal in hydrogen near 700 K, and would suit a step before metal lines are present. At 723 K, $k_BT=0.07092\times723/823=0.0623$ eV. Equation (19) then gives $k\approx3\times10^{-8}$ s$^{-1}$, an exchange time of about one year. The two fitted pairs give about 7 and 39 days. Within this model, appreciable exchange in hours at that temperature would need another way of breaking bonds, such as attack by atomic hydrogen.

For the values chosen here, the spread of bond energies changes the time for 90% exchange more than the other effects sized above: with the other parameters fixed, that time nearly doubles. The time for half exchange is changed more by the attack of freed atoms, which shortens it by 18%, against 9% for the spread. Measured as a factor, attack would be the larger effect at 90% as well for $a$ above about 0.32, where $(1+a)/(1-a)$ exceeds the factor 1.93 by which the spread lengthens that time. The parameters themselves matter as much. An anneal 5 K hotter raises $k$ by 27%, and an error of 0.1 eV in $E$ changes it by a factor $e^{0.1/0.07092}\approx4$. The computed 39 h therefore illustrates the law and is not a prediction for a real wafer: the fitted pairs give times 10 to 35 times shorter, and attack by atoms can shorten them further. The relation between exchange and dissociation does not depend on that number. It requires a common breaking rate, random refills from a steady supply, and a count of every process that breaks the bonds.

## Numbers as computed

```
temperature: 823 K, kT = 0.07092 eV
break prefactor 1.0e+12 1/s, energy 2.80 eV
refill prefactor 1.0e-07 cm3/s, energy 1.50 eV
molecules in oxide: 5.0e+18 cm^-3
D fraction of attached atoms p: 0.90, start f0: 0
dissociation rate k: 7.141e-06 1/s
exchange time 1/k: 1.4005e+05 s = 38.90 h
half-exchange time ln2/k: 26.96 h
90% exchange time ln10/k: 89.57 h
D fraction: k*t, time (h), formula, simulation
  0.5    19.45  0.3541  0.3548
  1.0    38.90  0.5689  0.5690
  2.0    77.80  0.7782  0.7793
  3.0   116.70  0.8552  0.8559
H-to-D conversion rate p*k: 6.426e-06 1/s
D-to-H conversion rate (1-p)*k: 7.141e-07 1/s
refill coefficient: 6.524e-17 cm3/s
refill rate r: 3.262e+02 1/s, 1/r = 0.0 min
steady broken fraction k/(k+r): 0.0000
same, bonds 2 sigma weaker: 0.000
energy spread sigma: 0.08 eV, sigma/kT = 1.128
initial rate with spread / k: 1.889
half-exchange time with spread: 24.47 h
90% exchange time with spread: 172.58 h
Si-H modes: 2100, 630 (twice) 1/cm
k_H/k_D estimate: 1.894
classical limit of k_H/k_D: 1.414
relaxation rate / k_H with this ratio: 0.9528
final D fraction with this ratio: 0.9446
gas D fraction 0.90, c_H/c_D = 1.414
attached D fraction p then: 0.8642
attack probability per freed atom: 0.10
total breaking rate / k: 1.2222
bond density: 1.0e+12 cm^-2, oxide 5 nm
feed length 1 um, diffusivity 1.0e-06 cm2/s
largest excess of released H: 1.35e+11 cm^-3
same / atoms of the mixture: 1.3e-08
k(T + 5 K)/k(T): 1.269
```
